# Moving a supercell's countercharge from jellium to the host nuclei: a program that tests the result

```python
"""
Result under test: a charged periodic cell is neutralized by a uniform background
of total charge Q.  Moving Q onto the host nuclei (nucleus I receives Q*w_I,
sum w_I = 1) changes the energy, to first order, by
        Q * ( sum_I w_I phi'(R_I) - <phi> ),
phi  : electrostatic potential of electrons, nuclei and background,
phi' : the same at a nucleus without that nucleus's own isolated Coulomb term,
<phi>: average of phi over the cell.
The path parameter lam runs from 0 (all background) to 1 (all on the nuclei).
Internal units are Hartree atomic units; printed units are eV and nm.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants['Hartree energy in eV'][0]
NM = physical_constants['Bohr radius'][0] * 1e9


# ---------- spherical cell: point nucleus, two electrons, uniform background ----
def spherical_cell(lam, radius=3.0, n_basis=30, n_points=300):
    """Hartree-Fock energy, site potential, cell average; phi = 0 outside."""
    nucleus, background = 3.0 - lam, -(1.0 - lam)
    x, wx = np.polynomial.legendre.leggauss(n_points)
    r, w = 0.5 * radius * (x + 1), 0.5 * radius * wx
    order = np.arange(1, n_basis + 1)
    basis = np.sqrt(2 / radius) * np.sin(np.outer(order, r) * np.pi / radius)
    kinetic = 0.5 * (order * np.pi / radius) ** 2
    kernel = 1 / np.maximum(r[:, None], r[None, :])
    phi_b = background * (3 * radius**2 - r**2) / (2 * radius**3)
    external = -nucleus / r - phi_b
    repulsion = np.zeros_like(r)
    for _ in range(100):
        ham = np.diag(kinetic) + (basis * (w * (external + repulsion))) @ basis.T
        coef = eigh(ham, subset_by_index=[0, 0])[1][:, 0]
        prob = (coef @ basis) ** 2
        new = kernel @ (w * prob)
        change = np.max(abs(new - repulsion))
        repulsion = 0.4 * repulsion + 0.6 * new
        if change < 1e-10:
            break
    assert change < 1e-8
    energy = (2 * kinetic @ coef**2 + 2 * np.sum(w * prob * external)
              + np.sum(w * prob * new)
              + nucleus * 1.5 * background / radius
              + 0.6 * background**2 / radius)
    site = -2 * np.sum(w * prob / r) + 1.5 * background / radius
    phi = nucleus / r - 2 * new + phi_b
    average = 3 / radius**3 * np.sum(w * r**2 * phi)
    return energy, site, average


step = 0.02
_, ball_site, ball_average = spherical_cell(0.0)
ball_formula = -1.0 * (ball_site - ball_average)
ball_numeric = (spherical_cell(step)[0] - spherical_cell(-step)[0]) / (2 * step)
# tolerance: quadrature over the kink of 1/max(r,r') and the finite step
assert abs(ball_formula - ball_numeric) < 2e-4
assert abs(ball_average) > 0.01          # the average term really matters here


# ---------- periodic interaction of smeared unit charges -----------------------
def site_matrix(fractions, widths, length):
    """Periodic interaction in a uniform background, isolated self-term removed."""
    g_max = 5.1 / np.min(widths)
    m = int(np.ceil(g_max * length / (2 * np.pi)))
    axis = np.arange(-m, m + 1)
    ints = np.stack(np.meshgrid(axis, axis, axis, indexing='ij')).reshape(3, -1)
    g2 = (2 * np.pi / length) ** 2 * np.sum(ints**2, axis=0)
    keep = (g2 > 1e-12) & (g2 < g_max**2)
    ints, g2 = ints[:, keep], g2[keep]
    wave = np.exp(2j * np.pi * (fractions @ ints)
                  - 0.5 * np.outer(widths**2, g2))
    matrix = 4 * np.pi / length**3 * ((wave / g2) @ wave.conj().T).real
    return matrix - np.diag(1 / (np.sqrt(np.pi) * widths))


# rigid unit charge at an interstitial site of a simple cubic host, spacing 1
scaled_difference, madelung = [], []
for n in (1, 2, 3):
    sites = np.array([[i, j, k] for i in range(n) for j in range(n)
                      for k in range(n)], float) / n
    places = np.vstack([np.full((1, 3), 0.5 / n), sites])
    width = 0.1
    points = site_matrix(places, np.full(len(places), width), float(n))
    points -= 4 * np.pi * width**2 / n**3       # smeared charges -> point charges
    charges = np.r_[1.0, np.full(n**3, -1.0 / n**3)]
    on_nuclei = 0.5 * charges @ points @ charges
    in_jellium = 0.5 * points[0, 0]
    scaled_difference.append((on_nuclei - in_jellium) * n**3)
    madelung.append(-points[0, 0] * n)
assert np.ptp(scaled_difference) < 1e-6         # difference falls as 1/N
assert np.ptp(madelung) < 1e-6                  # image energy falls as 1/L

# ---------- self-consistent plane-wave cell, rock-salt, eight sites ------------
LENGTH_NM, LI_WIDTH_NM, H_WIDTH_NM = 0.41, 0.08, 0.01
CUTOFF, GRID, N_OCC = 8.0, 24, 4
L = LENGTH_NM / NM
VOLUME = L**3
FRACTIONS = 0.5 * np.array([[0, 0, 0], [0, 1, 1], [1, 0, 1], [1, 1, 0],
                            [1, 1, 1], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
WIDTHS = np.array([LI_WIDTH_NM] * 4 + [H_WIDTH_NM] * 4) / NM
CORE_MATRIX = site_matrix(FRACTIONS, WIDTHS, L)
freq = np.rint(np.fft.fftfreq(GRID, 1 / GRID))
INTS = np.stack(np.meshgrid(freq, freq, freq, indexing='ij'))
G2 = (2 * np.pi / L) ** 2 * np.sum(INTS**2, axis=0)
COULOMB = np.where(G2 > 0, 4 * np.pi / np.where(G2 > 0, G2, 1), 0)
SIGNS = np.rint(np.cos(2 * np.pi * np.tensordot(FRACTIONS, INTS, 1)))
CORE_WAVES = SIGNS * np.exp(-0.5 * WIDTHS[:, None, None, None] ** 2 * G2)


def to_real(coefficients):
    return np.fft.ifftn(coefficients).real * GRID**3


def to_waves(values):
    return np.fft.fftn(values).real / GRID**3


def solve_cell(cores, cutoff=CUTOFF, k_shift=0.0, v_start=None):
    """X-alpha (alpha = 1) ground state with eight electrons."""
    kin_grid = 0.5 * (2 * np.pi / L) ** 2 * np.sum((INTS + k_shift) ** 2, axis=0)
    waves = np.argwhere(kin_grid < cutoff)
    kinetic = kin_grid[tuple(waves.T)]
    diff = (waves[:, None, :] - waves[None, :, :]) % GRID
    flat = (diff[..., 0] * GRID + diff[..., 1]) * GRID + diff[..., 2]
    v_ext = to_real(-np.tensordot(cores, CORE_WAVES, 1) * COULOMB / VOLUME)

    def hartree(density):
        return to_real(COULOMB * to_waves(density))

    def effective(density):
        return v_ext + hartree(density) - 1.5 * np.cbrt(3 * density / np.pi)

    if v_start is None:
        guess = 2 * np.sum(SIGNS[4:], axis=0) * np.exp(-0.5 * G2) / VOLUME
        v_start = effective(to_real(guess))
    v_in, old_v, old_r = v_start, [], []
    for _ in range(80):
        ham = to_waves(v_in).ravel()[flat]
        ham[np.diag_indices(len(kinetic))] += kinetic
        levels, vectors = eigh(ham, subset_by_index=[0, N_OCC])
        occupied = vectors[:, :N_OCC]
        boxes = np.zeros((N_OCC, GRID, GRID, GRID))
        boxes[:, waves[:, 0], waves[:, 1], waves[:, 2]] = occupied.T
        orbitals = np.fft.ifftn(boxes, axes=(1, 2, 3)) * GRID**3
        density = 2 * np.sum(abs(orbitals) ** 2, axis=0) / VOLUME
        residual = effective(density) - v_in
        if np.max(abs(residual)) < 1e-7:
            break
        v_next = v_in + 0.6 * residual
        if old_v:
            dv = np.array([(v_in - a).ravel() for a in old_v])
            dr = np.array([(residual - a).ravel() for a in old_r])
            mix = np.linalg.lstsq(dr.T, residual.ravel(), rcond=None)[0]
            v_next = v_next - (mix @ (dv + 0.6 * dr)).reshape(v_in.shape)
        old_v, old_r = (old_v + [v_in])[-6:], (old_r + [residual])[-6:]
        v_in = v_next
    else:
        raise AssertionError('self-consistency not reached')
    gap = levels[N_OCC] - levels[N_OCC - 1]
    assert gap > 0.01                       # closed shell, non-degenerate
    local = (v_ext + 0.5 * hartree(density)
             - 9 / 8 * np.cbrt(3 * density / np.pi))
    energy = (2 * np.sum(kinetic[:, None] * occupied**2)
              + VOLUME * np.mean(density * local)
              + 0.5 * cores @ CORE_MATRIX @ cores)
    from_electrons = -np.sum(CORE_WAVES * (COULOMB * to_waves(density)),
                             axis=(1, 2, 3))
    return dict(energy=energy, site=CORE_MATRIX @ cores + from_electrons,
                electrons=from_electrons, gap=gap, v=v_in, n_waves=len(kinetic))


vacancy = np.array([0.0] + [1.0] * 7)       # one Li core missing, charge -1
COUNTER = 2 * N_OCC - vacancy.sum()         # countercharge Q
equal = vacancy / 7
uneven = np.array([0, 2, 2, 2, 1, 1, 1, 1]) / 10
base = solve_cell(vacancy)


def moved(lam, weights=equal):
    return solve_cell(vacancy + lam * COUNTER * weights, v_start=base['v'])


h = 0.05
plus, minus = moved(h), moved(-h)
half, full = moved(0.5), moved(1.0)


def slope(state, weights=equal):
    return COUNTER * weights @ state['site']     # cell average is zero here


first = slope(base)
first_numeric = (plus['energy'] - minus['energy']) / (2 * h)
assert abs(first - first_numeric) < 3e-5         # finite-step error

uneven_first = slope(base, uneven)
uneven_numeric = (moved(h, uneven)['energy']
                  - moved(-h, uneven)['energy']) / (2 * h)
assert abs(uneven_first - uneven_numeric) < 3e-5

second = (slope(plus) - slope(minus)) / (2 * h)
second_numeric = (plus['energy'] + minus['energy'] - 2 * base['energy']) / h**2
assert abs(second - second_numeric) < 2e-4       # finite-step error
classical = COUNTER**2 * equal @ CORE_MATRIX @ equal
response = second - classical
assert response < 0

total = full['energy'] - base['energy']
simpson = (slope(base) + 4 * slope(half) + slope(full)) / 6
assert abs(total - simpson) < 2e-4               # Simpson error

host = solve_cell(np.ones(8))
host_first = COUNTER * np.mean(host['site'])
k_point = solve_cell(vacancy, k_shift=0.25)
finer = solve_cell(vacancy, cutoff=10.0)

# ---------- Li 1s electrons, left out of the model: all-electron Li+ ------------
shells = [[0, [0.1 * 2.5**k, 1.0]] for k in range(12)]
ion = gto.M(atom='Li 0 0 0', basis={'Li': shells}, charge=1, verbose=0)
kinetic_ion = ion.intor('int1e_kin')
with ion.with_rinv_origin((0.0, 0.0, 0.0)):
    inverse_r = ion.intor('int1e_rinv')


def lithium_ion(extra):
    mf = scf.RHF(ion)
    mf.get_hcore = lambda *args: kinetic_ion - (3.0 + extra) * inverse_r
    mf.conv_tol = 1e-12
    energy = mf.kernel()
    assert mf.converged
    return energy, -np.sum(mf.make_rdm1() * inverse_r)


ion_energy, ion_site = lithium_ion(0.0)
ion_numeric = (lithium_ion(0.01)[0] - lithium_ion(-0.01)[0]) / 0.02
assert abs(ion_site - ion_numeric) < 1e-4
ion_rest = lithium_ion(COUNTER / 7)[0] - ion_energy - COUNTER / 7 * ion_site

image = madelung[0] * COUNTER**2 / (2 * L)
EPS_ELECTRONIC, EPS_STATIC = 3.6, 13.0           # rough values for LiH


def show(label, value, unit='eV', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}')


print('SPHERICAL CELL (Z = 3, two electrons, Q = -1, radius 3 bohr)')
show('site potential', ball_site * EV, 'V')
show('cell average', ball_average * EV, 'V')
show('first-order term, formula', ball_formula * EV)
show('first-order term, energy difference', ball_numeric * EV)
print('RIGID CHARGES, simple cubic host, spacing a')
show('Madelung constant of the image energy', madelung[0], '(no unit)', 6)
for n, value in zip((1, 2, 3), scaled_difference):
    show(f'N*(E_nuc - E_jel), N = {n**3}', value, 'q^2/a', 6)
print('LiH-LIKE CELL WITH A LITHIUM VACANCY OF CHARGE -1')
show('cell edge', LENGTH_NM, 'nm', 2)
show('Li core width', LI_WIDTH_NM, 'nm', 2)
show('H core width', H_WIDTH_NM, 'nm', 2)
show('plane-wave cutoff', CUTOFF * EV, 'eV', 1)
print('number of plane waves:', base['n_waves'])
show('countercharge Q', COUNTER, 'e', 1)
show('charge added per core', COUNTER / 7, 'e')
show('gap at the sampled point, jellium', base['gap'] * EV, 'eV', 3)
show('gap at the sampled point, nuclei', full['gap'] * EV, 'eV', 3)
show('mean Li site potential minus average', np.mean(base['site'][1:4]) * EV, 'V')
show('mean H site potential minus average', np.mean(base['site'][4:]) * EV, 'V')
show('site mean, part from electrons', equal @ base['electrons'] * EV, 'V')
show('site mean, part from cores', equal @ CORE_MATRIX @ vacancy * EV, 'V')
show('first-order term, formula', first * EV)
show('first-order term, energy difference', first_numeric * EV)
show('Li weighted twice H, formula', uneven_first * EV)
show('Li weighted twice H, energy difference', uneven_numeric * EV)
show('second derivative, site potentials', second * EV)
show('second derivative, energies', second_numeric * EV)
show('second derivative, classical part', classical * EV)
show('second derivative, electronic response', response * EV)
show('first plus second order', (first + 0.5 * second) * EV)
show('full change E(1) - E(0)', total * EV)
show('Simpson rule from site potentials', simpson * EV)
show('first-order term of pristine host', host_first * EV)
show('full change minus host term', (total - host_first) * EV)
print('EFFECTS LEFT OUT')
show('first-order shift, k at quarter point', (slope(k_point) - first) * EV)
show('first-order shift, cutoff 10 hartree', (slope(finer) - first) * EV)
show('Li+ 1s potential at nucleus', ion_site * EV, 'V', 3)
show('same, energy derivative', ion_numeric * EV, 'V', 3)
show('1s share of the seven-site mean', 3 / 7 * ion_site * EV, 'V', 3)
show('1s beyond first order, three Li', 3 * ion_rest * EV)
show('image energy, bare', image * EV, 'eV', 3)
show('rough electronic permittivity', EPS_ELECTRONIC, '(no unit)', 1)
show('image energy, electronic screening', image / EPS_ELECTRONIC * EV, 'eV', 3)
show('rough static permittivity', EPS_STATIC, '(no unit)', 1)
show('image energy, static screening', image / EPS_STATIC * EV, 'eV', 3)
print('all assertions hold')
```

Running it gives:

```
SPHERICAL CELL (Z = 3, two electrons, Q = -1, radius 3 bohr)
site potential: -158.7893 V
cell average: 3.1727 V
first-order term, formula: 161.9620 eV
first-order term, energy difference: 161.9621 eV
RIGID CHARGES, simple cubic host, spacing a
Madelung constant of the image energy: 2.837297 (no unit)
N*(E_nuc - E_jel), N = 1: -0.616713 q^2/a
N*(E_nuc - E_jel), N = 8: -0.616713 q^2/a
N*(E_nuc - E_jel), N = 27: -0.616713 q^2/a
LiH-LIKE CELL WITH A LITHIUM VACANCY OF CHARGE -1
cell edge: 0.41 nm
Li core width: 0.08 nm
H core width: 0.01 nm
plane-wave cutoff: 217.7 eV
number of plane waves: 485
countercharge Q: 1.0 e
charge added per core: 0.1429 e
gap at the sampled point, jellium: 4.923 eV
gap at the sampled point, nuclei: 5.958 eV
mean Li site potential minus average: -9.8717 V
mean H site potential minus average: -31.8851 V
site mean, part from electrons: -8.5131 V
site mean, part from cores: -13.9377 V
first-order term, formula: -22.4508 eV
first-order term, energy difference: -22.4508 eV
Li weighted twice H, formula: -18.6771 eV
Li weighted twice H, energy difference: -18.6771 eV
second derivative, site potentials: -3.3411 eV
second derivative, energies: -3.3411 eV
second derivative, classical part: -1.9911 eV
second derivative, electronic response: -1.3500 eV
first plus second order: -24.1214 eV
full change E(1) - E(0): -24.1278 eV
Simpson rule from site potentials: -24.1278 eV
first-order term of pristine host: -21.1383 eV
full change minus host term: -2.9895 eV
EFFECTS LEFT OUT
first-order shift, k at quarter point: 1.1088 eV
first-order shift, cutoff 10 hartree: -0.2239 eV
Li+ 1s potential at nucleus: -146.253 V
same, energy derivative: -146.253 V
1s share of the seven-site mean: -62.680 V
1s beyond first order, three Li: -1.6660 eV
image energy, bare: 4.982 eV
rough electronic permittivity: 3.6 (no unit)
image energy, electronic screening: 1.384 eV
rough static permittivity: 13.0 (no unit)
image energy, static screening: 0.383 eV
all assertions hold
```
